# Line shape of immobile spins in thick conducting silicon: test program

```python
# Result under test: immobile spins spread evenly through a thick conductor give
# the absorbed-power line f(x) = (1+x)/(1+x^2); the two main peaks of df/dx have
# the height ratio (5+3*sqrt(3))/4 = 2.549.
# x = (field - resonance field)/(half width at half maximum); time factor exp(i w t);
# chi = chi' - i chi''; delta = skin depth; heights are taken from the zero baseline.
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.special import wofz

X = np.linspace(-12, 12, 24001)
STEP = 1e-3
K = 1 + 1j                      # field decay constant times delta


def slope(signal):
    return (signal(X + STEP) - signal(X - STEP)) / (2 * STEP)


def peaks(curve, low=-12, high=12):
    inside = (X >= low) & (X <= high)
    xs, ys = X[inside], curve[inside]
    top, bottom = np.argmax(ys), np.argmin(ys)
    return ys[top], -ys[bottom], xs[top], xs[bottom]


def ratio(curve, low=-12, high=12):
    tall, small, _, _ = peaks(curve, low, high)
    return tall / small


def line(x):
    return (1 + x) / (1 + x**2)


def weighted_ratio(weight):
    # weight = d(impedance)/d(chi); resonant chi is proportional to 1/(x+i)
    return ratio(slope(lambda x: np.real(weight / (x + 1j))))


def chi_derivative(impedance, eps=1e-3):
    return (impedance(eps) - impedance(-eps)) / (2 * eps)


# --- peak positions and heights: numerical search against closed forms
tall, small, x_tall, x_small = peaks(slope(line))
_, third, _, x_third = peaks(slope(line), -12, -2)
exact_ratio = (5 + 3 * np.sqrt(3)) / 4
assert abs(tall / small - exact_ratio) < 2e-5
assert abs(tall - (5 + 3 * np.sqrt(3)) / 8) < 1e-5
assert abs(small - 0.5) < 1e-5
assert abs(third - (3 * np.sqrt(3) - 5) / 8) < 1e-5
assert abs(x_tall - (-2 + np.sqrt(3))) < 3e-3
assert abs(x_small - 1) < 3e-3
assert abs(x_third - (-2 - np.sqrt(3))) < 2e-2
between = (X > x_tall) & (X < x_small)
x_zero = np.interp(0, -slope(line)[between], X[between])
assert abs(x_zero - (np.sqrt(2) - 1)) < 1e-4


# --- local losses from a finite-difference solution of H'' = 2i(1+chi)H
# lengths in delta, power per area in w*mu0*delta*H0^2
def local_losses(chi, n=6000, length=14.0):
    h = length / n
    bands = np.zeros((3, n - 1), complex)
    bands[0, 1:] = 1
    bands[2, :-1] = 1
    bands[1] = -2 - 2j * (1 + chi) * h**2
    rhs = np.zeros(n - 1, complex)
    rhs[0] = -1
    field = np.concatenate(([1], solve_banded((1, 1), bands, rhs), [0]))
    eddy = np.sum(np.abs(np.diff(field))**2) / h / 4
    square = np.abs(field)**2
    magnetic = -np.imag(chi) * h * (np.sum(square) - square[0] / 2) / 2
    return np.array([eddy, magnetic])


chi_re, chi_im = 0.6e-3, 0.8e-3
trial = chi_re - 1j * chi_im
eddy_change, magnetic_change = (local_losses(trial) - local_losses(-trial)) / 2
assert abs(eddy_change - (chi_re - chi_im) / 8) < 1e-7
assert abs(magnetic_change - chi_im / 4) < 1e-7
assert abs(eddy_change + magnetic_change - (chi_re + chi_im) / 8) < 1e-7


# --- exact impedance (unit 1/(sigma*delta)) of a magnetic layer on a conductor
def layered(chi, thickness):
    z1 = K * np.sqrt(1 + chi)
    t = np.tanh(z1 * thickness)
    return z1 * (K + z1 * t) / (z1 + K * t)


layer_weight = chi_derivative(lambda c: layered(c, 0.3))
depth_integral = 2j * (1 - np.exp(-2 * K * 0.3)) / (2 * K)
assert abs(layer_weight - depth_integral) < 1e-5


# --- plate with equal microwave fields on both faces
def plate_ratio(thickness):
    def impedance(chi):
        root = np.sqrt(1 + chi)
        return K * root * np.tanh(K * root * thickness / 2)
    return weighted_ratio(chi_derivative(impedance))


assert abs(plate_ratio(0.05) - 1) < 0.01
assert abs(plate_ratio(20) - exact_ratio) < 1e-3


# --- diffusing spins, reflecting surface; lam = D*T2/delta^2
def diffusion_overlap(x, lam):
    q = np.sqrt((1 - 1j * x) / lam)
    return (q + 2 * K) / (2 * K * lam * q * (q + K)**2)


def diffusion_numeric(x, lam, n=20000, length=20.0):
    h = length / n
    z = (np.arange(n) + 0.5) * h
    bands = np.zeros((3, n), complex)
    bands[0, 1:] = -lam / h**2
    bands[2, :-1] = -lam / h**2
    bands[1] = 1 - 1j * x + 2 * lam / h**2
    bands[1, 0] -= lam / h**2
    drive = np.exp(-K * z)
    return np.sum(solve_banded((1, 1), bands, drive) * drive) * h


def diffusion_ratio(lam):
    return ratio(slope(lambda x: np.real(diffusion_overlap(x, lam))))


assert abs(diffusion_overlap(0.7, 0.5) - diffusion_numeric(0.7, 0.5)) < 1e-5
fast_ratio = diffusion_ratio(1e4)
fast_formula = np.cos(np.deg2rad(72))**-2.5
assert abs(fast_ratio / fast_formula - 1) < 0.02
assert abs(diffusion_ratio(1e-6) - exact_ratio) < 1e-3

# --- worked example: rough typical inputs for heavily boron-doped silicon
photon_eV = 3.93e-5
resistivity_ohm_cm = 0.01
thickness_nm = 5e5
temperature = 20.0
g_factor = 2.004
half_width_mT = 0.1
spins_cm3 = 1e17
holes_cm3 = 1e19
mass_ratio = 0.4
permittivity = 11.7
g_spread = 0.005
modulation_mT = 0.01
modulation_Hz = 1e5
mobile_D_cm2_s = 10.0
drive_mT = 1e-3
T1 = 1e-6

mu_B = sc.physical_constants['Bohr magneton'][0]
bohr = sc.physical_constants['Bohr radius'][0]
hartree = sc.physical_constants['Hartree energy'][0]
omega = photon_eV * sc.e / sc.hbar
sigma = 100 / resistivity_ohm_cm
delta = np.sqrt(2 / (omega * sigma * sc.mu_0))
sigma_au = sigma * sc.hbar * bohr / sc.e**2
omega_au = photon_eV * sc.e / hartree
delta_au = np.sqrt(2 / (omega_au * sigma_au * 4 * np.pi * sc.alpha**2))
assert abs(delta_au * bohr / delta - 1) < 1e-7

gamma = g_factor * mu_B / sc.hbar
B_res = omega / gamma
width = half_width_mT * 1e-3
T2 = 1 / (gamma * width)
spins = spins_cm3 * 1e6
holes = holes_cm3 * 1e6
thick = thickness_nm * 1e-9 / delta
mobility = sigma / (holes * sc.e)
tau = mobility * mass_ratio * sc.m_e / sc.e
k_fermi = (3 * np.pi**2 * holes)**(1 / 3)
free_path = sc.hbar * k_fermi * mobility / sc.e
fermi_eV = (sc.hbar * k_fermi)**2 / (2 * mass_ratio * sc.m_e) / sc.e
displacement = omega * permittivity * sc.epsilon_0 / sigma
complex_sigma = 1 / (1 + 1j * omega * tau) + 1j * displacement


def bloch_chi(x):
    # steady transverse magnetization from the linearized Bloch equations
    field = B_res + x * width
    magnetization = spins * g_factor * mu_B / 2 * np.tanh(
        g_factor * mu_B * field / (2 * sc.k * temperature))
    matrix = np.zeros((len(x), 2, 2), complex)
    matrix[:, 0, 0] = matrix[:, 1, 1] = 1j * omega + 1 / T2
    matrix[:, 0, 1] = -gamma * field
    matrix[:, 1, 0] = gamma * field
    drive = np.zeros((len(x), 2, 1), complex)
    drive[:, 1, 0] = gamma * magnetization
    return sc.mu_0 * np.linalg.solve(matrix, drive)[:, 0, 0]


def full_signal(x):
    root = np.sqrt(1 + bloch_chi(x))
    decay = K * root * np.sqrt(complex_sigma)
    return np.real(K * root / np.sqrt(complex_sigma) * np.tanh(decay * thick / 2))


full_ratio = ratio(slope(full_signal))
assert abs(full_ratio - exact_ratio) < 0.01
chi_peak = -np.imag(bloch_chi(np.array([0.0]))[0])
material_ratio = weighted_ratio(K / np.sqrt(complex_sigma))
interface_ratio = weighted_ratio(
    chi_derivative(lambda c: layered(c, 5e-9 / delta)))
assert abs(interface_ratio - 1) < 0.01

dipolar_rate = sc.mu_0 * gamma**2 * sc.hbar * spins / (4 * np.pi)
lam_dipolar = spins**(-2 / 3) * dipolar_rate * T2 / delta**2
lam_mobile = mobile_D_cm2_s * 1e-4 * T2 / delta**2
spacing = B_res * g_spread / g_factor / width
neighbour_ratio = ratio(slope(lambda x: line(x) + line(x - spacing)), -3, 3)
gauss_ratio = ratio(slope(lambda x: wofz(x).real + wofz(x).imag))
mod = modulation_mT / half_width_mT
angles = (np.arange(64) + 0.5) * 2 * np.pi / 64
harmonic = sum(line(X + mod * np.cos(a)) * np.cos(a) for a in angles) * 2 / (64 * mod)
mod_ratio = ratio(harmonic)
mod_depth = delta * np.sqrt(omega / (2 * np.pi * modulation_Hz))
saturation = (gamma * drive_mT * 1e-3)**2 * T1 * T2
g_apparent = sc.hbar * omega / (mu_B * (B_res + x_zero * width))

print(f"Closed-form peak ratio A/B: {exact_ratio:.5f} (no unit)")
print(f"Numerical peak ratio A/B: {tall/small:.5f} (no unit)")
print(f"Tall, opposite, third height: {tall:.5f}, {small:.5f}, {third:.5f} (no unit)")
print(f"Their positions x: {x_tall:.3f}, {x_small:.3f}, {x_third:.3f} (half widths)")
print(f"Zero crossing x: {x_zero:.4f} (half widths)")
print(f"Trial chi', chi'': {chi_re:.1e}, {chi_im:.1e} (no unit)")
print(f"Eddy-loss change: {eddy_change:.4e} (w mu0 delta H0^2)")
print(f"Magnetic-loss change: {magnetic_change:.4e} (w mu0 delta H0^2)")
print(f"Input photon energy: {photon_eV:.3e} eV")
print(f"Input resistivity: {resistivity_ohm_cm:.3f} ohm cm")
print(f"Input thickness: {thickness_nm:.0f} nm")
print(f"Input temperature: {temperature:.0f} K")
print(f"Input g factor: {g_factor:.4f} (no unit)")
print(f"Input half width: {half_width_mT:.3f} mT")
print(f"Input spin density: {spins_cm3:.1e} cm^-3")
print(f"Input hole density: {holes_cm3:.1e} cm^-3")
print(f"Input hole mass: {mass_ratio:.2f} electron masses")
print(f"Input relative permittivity: {permittivity:.1f} (no unit)")
print(f"Skin depth: {delta*1e9:.0f} nm = {delta*1e10:.0f} angstrom")
print(f"Thickness / skin depth: {thick:.2f} (no unit)")
print(f"Resonance field: {B_res*1e3:.3f} mT")
print(f"Tall-peak field: {(B_res+x_tall*width)*1e3:.3f} mT")
print(f"Opposite-peak field: {(B_res+x_small*width)*1e3:.3f} mT")
print(f"Main peak spacing: {(x_small-x_tall)*half_width_mT:.4f} mT")
print(f"Zero-crossing field: {(B_res+x_zero*width)*1e3:.3f} mT")
print(f"Apparent g from zero crossing: {g_apparent:.5f} (no unit)")
print(f"T2: {T2*1e9:.1f} ns")
print(f"Peak chi'': {chi_peak:.2e} (no unit)")
print(f"Ratio from full Bloch and plate model: {full_ratio:.4f} (no unit)")
for size in (0.05, 1, 3, thick):
    print(f"Ratio at thickness/skin depth {size:.2f}: {plate_ratio(size):.4f} (no unit)")
print(f"Ratio for 5 nm interface layer: {interface_ratio:.4f} (no unit)")
print(f"Displacement/conduction current: {displacement:.2e} (no unit)")
print(f"Hole mobility: {mobility*1e4:.1f} cm2/Vs")
print(f"Frequency times scattering time: {omega*tau:.2e} (no unit)")
print(f"Ratio with both current corrections: {material_ratio:.4f} (no unit)")
print(f"Hole mean free path: {free_path*1e9:.2f} nm")
print(f"Fermi, thermal energy: {fermi_eV:.4f}, {sc.k*temperature/sc.e:.5f} eV")
print(f"Dipolar spin diffusion D T2/delta^2: {lam_dipolar:.1e} (no unit)")
print(f"Mobile-spin trial D: {mobile_D_cm2_s:.1f} cm2/s")
print(f"Its D T2/delta^2: {lam_mobile:.4f} (no unit)")
print(f"Its peak ratio: {diffusion_ratio(lam_mobile):.4f} (no unit)")
print(f"Ratio at D T2/delta^2 = 1: {diffusion_ratio(1.0):.3f} (no unit)")
print(f"Fast-diffusion ratio, numeric: {fast_ratio:.2f} (no unit)")
print(f"Fast-diffusion ratio, formula: {fast_formula:.2f} (no unit)")
print(f"Assumed orientation g spread: {g_spread:.4f} (no unit)")
print(f"Neighbour-line distance: {spacing*half_width_mT:.3f} mT")
print(f"Ratio with equal neighbour line: {neighbour_ratio:.4f} (no unit)")
print(f"Ratio for Gaussian broadening: {gauss_ratio:.4f} (no unit)")
print(f"Modulation amplitude: {modulation_mT:.3f} mT")
print(f"Ratio with finite modulation: {mod_ratio:.4f} (no unit)")
print(f"Modulation frequency: {modulation_Hz:.1e} Hz")
print(f"Modulation skin depth: {mod_depth*1e9:.2e} nm")
print(f"Assumed drive amplitude, T1: {drive_mT:.1e} mT, {T1*1e9:.0f} ns")
print(f"Saturation (gamma B1)^2 T1 T2: {saturation:.2e} (no unit)")
print("checks complete")
```

It prints:

```
Closed-form peak ratio A/B: 2.54904 (no unit)
Numerical peak ratio A/B: 2.54904 (no unit)
Tall, opposite, third height: 1.27452, 0.50000, 0.02452 (no unit)
Their positions x: -0.268, 1.000, -3.732 (half widths)
Zero crossing x: 0.4142 (half widths)
Trial chi', chi'': 6.0e-04, 8.0e-04 (no unit)
Eddy-loss change: -2.5000e-05 (w mu0 delta H0^2)
Magnetic-loss change: 2.0000e-04 (w mu0 delta H0^2)
Input photon energy: 3.930e-05 eV
Input resistivity: 0.010 ohm cm
Input thickness: 500000 nm
Input temperature: 20 K
Input g factor: 2.0040 (no unit)
Input half width: 0.100 mT
Input spin density: 1.0e+17 cm^-3
Input hole density: 1.0e+19 cm^-3
Input hole mass: 0.40 electron masses
Input relative permittivity: 11.7 (no unit)
Skin depth: 51629 nm = 516294 angstrom
Thickness / skin depth: 9.68 (no unit)
Resonance field: 338.796 mT
Tall-peak field: 338.769 mT
Opposite-peak field: 338.896 mT
Main peak spacing: 0.1268 mT
Zero-crossing field: 338.837 mT
Apparent g from zero crossing: 2.00376 (no unit)
T2: 56.7 ns
Peak chi'': 6.66e-05 (no unit)
Ratio from full Bloch and plate model: 2.5525 (no unit)
Ratio at thickness/skin depth 0.05: 1.0010 (no unit)
Ratio at thickness/skin depth 1.00: 1.4625 (no unit)
Ratio at thickness/skin depth 3.00: 4.4433 (no unit)
Ratio at thickness/skin depth 9.68: 2.5519 (no unit)
Ratio for 5 nm interface layer: 1.0001 (no unit)
Displacement/conduction current: 6.19e-04 (no unit)
Hole mobility: 62.4 cm2/Vs
Frequency times scattering time: 8.48e-04 (no unit)
Ratio with both current corrections: 2.5487 (no unit)
Hole mean free path: 2.74 nm
Fermi, thermal energy: 0.0423, 0.00172 eV
Dipolar spin diffusion D T2/delta^2: 3.2e-10 (no unit)
Mobile-spin trial D: 10.0 cm2/s
Its D T2/delta^2: 0.0213 (no unit)
Its peak ratio: 2.5734 (no unit)
Ratio at D T2/delta^2 = 1: 4.147 (no unit)
Fast-diffusion ratio, numeric: 18.83 (no unit)
Fast-diffusion ratio, formula: 18.84 (no unit)
Assumed orientation g spread: 0.0050 (no unit)
Neighbour-line distance: 0.845 mT
Ratio with equal neighbour line: 2.4684 (no unit)
Ratio for Gaussian broadening: 1.7892 (no unit)
Modulation amplitude: 0.010 mT
Ratio with finite modulation: 2.5408 (no unit)
Modulation frequency: 1.0e+05 Hz
Modulation skin depth: 1.59e+07 nm
Assumed drive amplitude, T1: 1.0e-03 mT, 1000 ns
Saturation (gamma B1)^2 T1 T2: 1.76e-03 (no unit)
checks complete
```
